# Plane-wave basis-set error of the electron-gas correlation energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two numbers

Take 14 electrons, seven of each spin, in a cubic periodic cell at \(r_s=5.62\) bohr, and compute the second-order correlation energy in a basis of \(M\) plane waves. At \(M=4169\) the opposite-spin pairs miss their complete-basis energy by 1.1447 meV per electron and the parallel-spin pairs by \(8.043\times10^{-3}\) meV. At \(M=33401\), a basis eight times larger, the errors are 0.1348 meV and \(2.334\times10^{-4}\) meV. The first has fallen by a factor of about 8.5 and the second by about 34. Since \(8^{5/3}=32\), these are close to the laws \(1/M\) and \(M^{-5/3}\), and both lie a little above them. The two powers come from the shape of the wave function where two electrons meet, and about 70% of the small excess for opposite spins and two thirds for parallel spins come from corrections of relative order \(M^{-1/3}\), the rest from higher orders.

## 2. Setting and statement

Hartree atomic units are used. There are \(N=N_\uparrow+N_\downarrow\) electrons in a cubic cell of side \(L\) and volume \(\Omega\), with \(n_\sigma=N_\sigma/\Omega\). The Hamiltonian is \(H=T+V\), with \(V=\sum_{i<j}v(\mathbf r_i-\mathbf r_j)\) and
\[ v(\mathbf r)=\frac1\Omega\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}. \]
The Madelung constant is dropped, since it does not depend on the basis. Inside the cell \(\nabla^2v=-4\pi\delta(\mathbf r)+4\pi/\Omega\), so \(v-1/r\) obeys Poisson's equation with a constant source and is smooth at \(r=0\).

The basis contains all plane waves \(\mathbf k=2\pi\mathbf n/L\) inside a sphere, \(M\) of them for each spin. The density of points in \(\mathbf k\) space is \(\Omega/(2\pi)^3\), and the cutoff is defined from the count,
\[ M=\frac{\Omega}{(2\pi)^3}\frac{4\pi k_c^3}{3}\quad\Longrightarrow\quad \Omega k_c^3=6\pi^2M. \]
The error is \(\Delta E=E_M-E_\infty\) for the lowest state of a symmetry block, assumed separated by a gap from the next state of that block. The correlation energy is measured from the plane-wave determinant, which lies in the basis and has an energy independent of \(M\), so \(\Delta E\) is also the error of the correlation energy.

With the spins assigned to fixed electron labels and \(\psi\) normalized, the pair functions are defined by \(n_\uparrow n_\downarrow g_{\uparrow\downarrow}=N_\uparrow N_\downarrow\int|\psi|^2\) and \(n_\sigma^2g_{\sigma\sigma}=N_\sigma(N_\sigma-1)\int|\psi|^2\), the integrals running over all electrons except the pair. The spherical average of \(g_{\sigma\sigma}\) starts as \(\gamma_\sigma r^2\). At fixed \(N\) and \(\Omega\), as \(M\to\infty\),
\[ \Delta E_{\uparrow\downarrow}=\frac{8\,\Omega n_\uparrow n_\downarrow\, g_{\uparrow\downarrow}(0)}{3k_c^3}=\frac{4N_\uparrow N_\downarrow\, g_{\uparrow\downarrow}(0)}{9\pi^2M}, \]
\[ \Delta E_{\sigma\sigma}=\frac{16\,\Omega n_\sigma^2\gamma_\sigma}{5k_c^5}=\frac{16}{5}\,\frac{N_\sigma^2\gamma_\sigma\,\Omega^{2/3}}{(6\pi^2M)^{5/3}}. \]
Each law carries a relative correction of order \(1/k_c\propto M^{-1/3}\). The opposite-spin part therefore contains an \(M^{-4/3}\) term, which outlasts the whole parallel-spin part. The power \(M^{-5/3}\) is the leading error of the total energy when there are no opposite-spin pairs, as in a fully polarized gas, or when \(g_{\uparrow\downarrow}(0)=0\). It is also the leading error of a same-spin pair energy that a method defines separately, as second-order theory does.

## 3. The cusp conditions

For electrons 1 and 2 set \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\). Then \(\mathbf k_1\cdot\mathbf r_1+\mathbf k_2\cdot\mathbf r_2=\mathbf K\cdot\mathbf R+\mathbf q\cdot\mathbf r\) with \(\mathbf k_{1,2}=\mathbf K/2\pm\mathbf q\), both changes of variables have unit Jacobian, and
\[ \tfrac12(k_1^2+k_2^2)=\tfrac14K^2+q^2. \]
The relative motion has the operator \(-\nabla_r^2+1/r\), without a factor \(1/2\), because the reduced mass is \(1/2\). All other terms of \(H-E\) stay finite as \(r\to0\) if no third electron is at the same point.

Take one partial wave, \(r^lY_{lm}(1+c_lr+\dots)\). The radial Laplacian gives \(\nabla^2(r^sY_{lm})=[s(s+1)-l(l+1)]r^{s-2}Y_{lm}\), which vanishes for \(s=l\) and has the coefficient \((l+1)(l+2)-l(l+1)=2(l+1)\) for \(s=l+1\). The terms of order \(r^{l-1}\) in the Schrödinger equation are \(-2(l+1)c_l+1\), and the finite terms begin only at \(r^l\), so
\[ c_l=\frac{1}{2(l+1)},\qquad c_0=\frac12,\quad c_1=\frac14. \]
For parallel spins \(\psi\) changes sign under \(\mathbf r\to-\mathbf r\), so only odd \(l\) occur. For opposite spins, which occupy distinct labels, no such condition holds and \(l=0\) is present:
\[ \psi_{\uparrow\downarrow}\approx\Phi\left(1+\frac r2\right),\qquad \psi_{\sigma\sigma}\approx(\mathbf w\cdot\mathbf r)\left(1+\frac r4\right). \]
Here \(\Phi\) and \(\mathbf w\) depend on \(\mathbf R\) and on the other electrons. An opposite-spin pair also has an \(l=1\) term, its triplet component with zero spin projection, which is accounted for in part 6.

## 4. Fourier tails

The convention is \(f(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)\). A term \(r^lY_{lm}r^{2j}\), with \(j=0,1,2,\dots\), is a polynomial in \(x,y,z\). It is smooth, and it produces no algebraic tail at large \(q\). Only odd powers of \(r\) multiplying \(r^lY_{lm}\) do. A non-polynomial term of degree \(s\) has, by scaling of the integral, a transform of degree \(-s-3\).

For \(f=re^{-\epsilon r}\), use \(\int_0^\infty r^2e^{-(\epsilon-iq)r}dr=2/(\epsilon-iq)^3=2(\epsilon+iq)^3/(\epsilon^2+q^2)^3\) and \(\mathrm{Im}(\epsilon+iq)^3=3\epsilon^2q-q^3\):
\[ f(q)=\frac{4\pi}{q}\int_0^\infty r^2e^{-\epsilon r}\sin(qr)\,dr=\frac{8\pi(3\epsilon^2-q^2)}{(q^2+\epsilon^2)^3}\;\to\;-\frac{8\pi}{q^4}. \]
This agrees with \(\nabla^2r=2/r\), whose transform reads \(-q^2f=8\pi/q^2\). A factor \(x_i\) is produced by \(i\,\partial/\partial q_i\), and \(\partial_iq^{-4}=-4q_i/q^6\), so \(x_ir\) has the transform \(32\pi i\,q_i/q^6\). Multiplying by the cusp coefficients,
\[ \psi_{\uparrow\downarrow}(\mathbf q)\to-\frac{4\pi\Phi}{q^4},\qquad \psi_{\sigma\sigma}(\mathbf q)\to\frac{8\pi i\,\mathbf w\cdot\mathbf q}{q^6}. \]
The next odd power is \(r^3\). From \(\nabla^2r^3=12r\) its transform is \(96\pi/q^6\), smaller by \(q^{-2}\). As a check, \(re^{-r^2}=r-r^3+\dots\) should have the tail \(-8\pi q^{-4}(1+12/q^2)\), and differentiating this gives the factor \(1+18/q^2\) for \(x\,re^{-r^2}\). Quadrature at \(q=60\) bohr\(^{-1}\) gives 1.00335 and 1.00503.

## 5. What a truncation costs

Let \(P\) project on the determinants built from the basis, let \(\psi\) and \(E\) be exact, and let \(\delta=(1-P)\psi\) be the discarded part. Up to normalization, any function in the basis that overlaps \(P\psi\) can be written \(\varphi=P\psi+\chi\) with \(\chi=P\chi\) orthogonal to \(P\psi\). Because \((H-E)\psi=0\), one may subtract \(\psi\) on both sides, and \(\varphi-\psi=\chi-\delta\):
\[ \langle\varphi|H-E|\varphi\rangle=\langle\delta|H-E|\delta\rangle-2\,\mathrm{Re}\langle\chi|V|\delta\rangle+\langle\chi|H-E|\chi\rangle. \]
Only \(V\) survives in the cross term because \(T\) and \(E\) are diagonal in plane-wave determinants. Let \(P'\) project on the part of the basis orthogonal to \(P\psi\), where \(A=P'(H-E)P'\) is positive by the gap assumption. The minimum over \(\chi\) lies at \(\chi=A^{-1}P'V\delta\), and
\[ \Delta E=\frac{\langle\delta|H-E|\delta\rangle-\langle\delta|VP'A^{-1}P'V|\delta\rangle}{1-\langle\delta|\delta\rangle+\langle\chi|\chi\rangle}, \]
apart from the fact that the denominator, which differs from 1 by a quantity vanishing as a power of \(1/k_c\), was held fixed in the minimization. Setting \(\chi=0\) gives a strict upper bound. The subtracted term is the relaxation of the kept coefficients.

The sizes for an opposite-spin pair follow from the tail \(q^{-4}\). The relative kinetic energy is \(\int q^2dq\,q^2q^{-8}\sim k_c^{-3}\). The norm is \(\int q^2dq\,q^{-8}\sim k_c^{-5}\), and the same power holds for \(E\), \(K^2/4\), and the kinetic and potential energies of the other electrons, each of which multiplies the norm by a finite number. The pair's own repulsion acts where \(\delta\) is concentrated, \(r\sim1/k_c\), so it contributes \(k_c\times k_c^{-5}=k_c^{-4}\). For the relaxation, the component at a kept momentum \(\mathbf p\) is
\[ (V\delta)(\mathbf p)=\int_{q>k_c}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{|\mathbf p-\mathbf q|^2}\,\delta(\mathbf q)=k_c^{-3}f(p/k_c), \]
with \(f\) bounded, since \(d^3q/|\mathbf p-\mathbf q|^2\) is integrable. The low states contribute \(k_c^{-6}\) divided by a gap, and the states up to the cutoff contribute \(\int^{k_c}p^2dp\,k_c^{-6}/p^2\sim k_c^{-5}\). For parallel spins every amplitude has one more power of \(1/k_c\), and the same counting gives \(k_c^{-5}\), \(k_c^{-6}\) and \(k_c^{-7}\) for kinetic energy, repulsion and relaxation. In both cases
\[ \Delta E=\langle\delta|q^2|\delta\rangle\left[1+O(k_c^{-1})\right], \]
with repulsion at relative order \(k_c^{-1}\) and relaxation at \(k_c^{-2}\). The leading error is the kinetic energy of the discarded components. It equals the loss of total energy because in the exact state those components lower the potential energy, to leading order, by twice their kinetic cost.

One assumption enters for \(N>2\). The function \(\delta\) is a sum of pieces, one per pair, each with two large momenta, and pieces from two pairs that share an electron overlap only where three electrons lie within \(1/k_c\) of one another. That region has volume \(k_c^{-6}\), against \(k_c^{-3}\) for a pair. Two of any three electrons have parallel spins, so \(\psi\) vanishes linearly at the triple point, the gradient of its non-smooth part is of order \(1/k_c\), and the energy is of order \(k_c^{-8}\). For three parallel spins \(\psi\) vanishes quadratically and the estimate is \(k_c^{-10}\). Pieces from two disjoint pairs overlap where both pairs coalesce at once, with all four momenta large. The energy there is the kinetic energy of one tail times the norm of the other, at most \(k_c^{-3}k_c^{-5}=k_c^{-8}\), and \(k_c^{-5}k_c^{-7}=k_c^{-12}\) for two parallel pairs. This is power counting and not a proof, and three-body coalescences are taken to be negligible on this ground.

## 6. The leading terms

For one pair write \(\psi=\Omega^{-1}\sum c(\mathbf K,\mathbf q)e^{i\mathbf K\cdot\mathbf R+i\mathbf q\cdot\mathbf r}\), so that the norm is \(\sum|c|^2\). At large \(q\), \(c=\Omega^{-1}\tilde\Phi(\mathbf K)(-4\pi/q^4)\), with \(\tilde\Phi\) the transform of \(\Phi\) over the cell. Parseval's relation gives \(\sum_{\mathbf K}|\tilde\Phi|^2=\Omega\int|\Phi|^2d^3R\), and \(\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3\). The factors of \(\Omega\) cancel. To leading order \(K\ll k_c\) and the discarded region is \(q>k_c\). With \(d^3q/(2\pi)^3\to q^2dq/(2\pi^2)\) after an angular average,
\[ \langle\delta|q^2|\delta\rangle=\int|\Phi|^2\cdot\frac{16\pi^2}{2\pi^2}\int_{k_c}^\infty\frac{dq}{q^4}=\frac{8}{3k_c^3}\int|\Phi|^2, \]
where \(\int|\Phi|^2\) runs over \(\mathbf R\) and the other electrons. There are \(N_\uparrow N_\downarrow\) such pairs, and by definition \(N_\uparrow N_\downarrow\int|\Phi|^2=\Omega n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)\). This is the first form of \(\Delta E_{\uparrow\downarrow}\). Writing it as \(8N_\uparrow N_\downarrow g_{\uparrow\downarrow}(0)/(3\Omega k_c^3)\) and inserting \(\Omega k_c^3=6\pi^2M\) gives the prefactor \(8/(18\pi^2)=4/(9\pi^2)\).

For parallel spins the angular average of \(|\mathbf w\cdot\mathbf q|^2\) is \(|\mathbf w|^2q^2/3\), so
\[ \langle\delta|q^2|\delta\rangle=\int|\mathbf w|^2\cdot\frac{64\pi^2}{3\cdot2\pi^2}\int_{k_c}^\infty\frac{dq}{q^6}=\frac{32}{15k_c^5}\int|\mathbf w|^2, \]
the power being \(q^2\cdot q^2\cdot q^2\cdot q^{-12}\). The spherical average of the pair density is \(N_\sigma(N_\sigma-1)|\mathbf w|^2r^2/3\), hence \(N_\sigma(N_\sigma-1)\int|\mathbf w|^2=3\Omega n_\sigma^2\gamma_\sigma\). The number of pairs is \(N_\sigma(N_\sigma-1)/2\), so
\[ \Delta E_{\sigma\sigma}=\frac12\cdot3\Omega n_\sigma^2\gamma_\sigma\cdot\frac{32}{15k_c^5}=\frac{16\,\Omega n_\sigma^2\gamma_\sigma}{5k_c^5}, \]
and \(k_c^5=(6\pi^2M)^{5/3}\Omega^{-5/3}\) turns \(N_\sigma^2/(\Omega k_c^5)\) into \(N_\sigma^2\Omega^{2/3}(6\pi^2M)^{-5/3}\).

The \(l=1\) term of an opposite-spin pair has a tail odd in \(\mathbf q\). Its cross term with the even \(l=0\) tail vanishes, because the discarded region is symmetric under \(\mathbf q\to-\mathbf q\), and its square adds a \(k_c^{-5}\) term to \(\Delta E_{\uparrow\downarrow}\).

For an unpolarized gas, \(n_\uparrow n_\downarrow\Omega/N=n/4\) and \(n=k_F^3/(3\pi^2)\), so \(\Delta E_{\uparrow\downarrow}/N=2g_{\uparrow\downarrow}(0)(k_F/k_c)^3/(9\pi^2)\). Apart from the value of \(g_{\uparrow\downarrow}(0)\), which depends on the density, the leading error per electron is fixed by \(k_c/k_F\), that is by \(M/N\). At fixed \(M\) it grows in proportion to \(N\), so cells of different size must be compared at equal \(M/N\).

Replacing the lattice sum by an integral costs little when \(k_c\) is defined from \(M\). Let \(\mathcal N(k)=\mathcal N_0(k)+\Delta(k)\) count the points inside radius \(k\), with \(\mathcal N_0\) the smooth part. For a sphere of radius \(k_R\), integration by parts gives
\[ \sum_{k>k_R}f=\int_{k_R}^\infty f\,d\mathcal N_0-f(k_R)\Delta(k_R)-\int_{k_R}^\infty f'\Delta\,dk. \]
Since \(\mathcal N_0(k_c)=\mathcal N_0(k_R)+\Delta(k_R)\), the first two terms combine to \(\int_{k_c}^\infty f\,d\mathcal N_0\) to first order in \(\Delta\). The last term is small because \(\Delta\) oscillates in sign. Using the radius of the outermost shell in place of \(k_c\) leaves the second term in and scatters the points of an extrapolation.

## 7. First corrections

*Repulsion within the discarded part.* In momentum space
\[ \langle\delta|V|\delta\rangle=\iint_{q,q'>k_c}\frac{d^3q\,d^3q'}{(2\pi)^6}\,\delta^*(\mathbf q)\frac{4\pi}{|\mathbf q-\mathbf q'|^2}\,\delta(\mathbf q'). \]
The omitted \(\mathbf G=0\) term alters this by a constant times \(\langle\delta|\delta\rangle\), which is of higher order. Write \(|\mathbf q-\mathbf q'|^2=2qq'(z-t)\), with \(t\) the cosine of the angle between the vectors and \(z=(q^2+q'^2)/(2qq')\). Define \(Q_0=\frac12\int_{-1}^1dt/(z-t)=\ln|(q+q')/(q-q')|\) and \(Q_1=\frac12\int_{-1}^1t\,dt/(z-t)=zQ_0-1\), the last from \(t/(z-t)=-1+z/(z-t)\).

For \(l=0\) the two solid angles give \(4\pi\cdot4\pi Q_0/(2qq')=8\pi^2Q_0/(qq')\), the constants are \((4\pi)^3/(2\pi)^6=1/\pi^3\), and the radial weight is \(q^{-3}q'^{-3}\). The substitution \(q=k_c/u\) turns \(q^{-3}dq\) into \(u\,du/k_c^2\) on \((0,1)\). So \(\langle\delta|V|\delta\rangle=8J_0|\Phi|^2/(\pi k_c^4)\), with \(J_0=\iint uu'Q_0\). Take twice the region \(u'<u\) and set \(u'=su\), where \(Q_0=\Lambda(s)=\ln\frac{1+s}{1-s}=2\sum_{m\ge0}s^{2m+1}/(2m+1)\):
\[ J_0=2\int_0^1u^3du\int_0^1s\Lambda\,ds=\frac12\sum_m\frac{2}{(2m+1)(2m+3)}=\frac12\sum_m\left(\frac1{2m+1}-\frac1{2m+3}\right)=\frac12. \]
Thus the term is \(4|\Phi|^2/(\pi k_c^4)\), and dividing by \(8|\Phi|^2/(3k_c^3)\) gives the factor \(1+3/(2\pi k_c)\).

For \(l=1\), the part of \(\hat{\mathbf q}'\) perpendicular to \(\hat{\mathbf q}\) averages to zero, so \(\int d\Omega'\,\mathbf w\cdot\hat{\mathbf q}'/(z-t)=4\pi Q_1\,\mathbf w\cdot\hat{\mathbf q}\), and the remaining angle gives \(4\pi|\mathbf w|^2/3\). The angular factor is \(8\pi^2Q_1/(3qq')\), the constants are \(64\pi^2\cdot4\pi/(2\pi)^6=4/\pi^3\), and \(q^{-4}dq\to u^2du/k_c^3\). So \(\langle\delta|V|\delta\rangle=32J_1|\mathbf w|^2/(3\pi k_c^6)\). With \(z=(1+s^2)/(2s)\), \(\int_0^1s\Lambda=1\) from above, and \(\int_0^1s^3\Lambda=\frac12\sum_m\left(\frac1{2m+1}-\frac1{2m+5}\right)=\frac12\left(1+\frac13\right)=\frac23\),
\[ J_1=2\int_0^1u^5du\int_0^1\left[\tfrac12(s+s^3)\Lambda-s^2\right]ds=\frac13\left(\frac56-\frac13\right)=\frac16. \]
The term is \(16|\mathbf w|^2/(9\pi k_c^6)\), and dividing by \(32|\mathbf w|^2/(15k_c^5)\) gives the factor \(1+5/(6\pi k_c)\).

*Shape of the discarded region.* The cutoff acts on each electron. A component is lost if either of \(|\mathbf K/2\pm\mathbf q|\) exceeds \(k_c\). With \(\mu=\hat{\mathbf K}\cdot\hat{\mathbf q}\), the larger square is \(q^2+qK|\mu|+K^2/4\), which exceeds \(k_c^2\) for \(q>q_0=k_c-K|\mu|/2+O(K^2/k_c)\). Then \(q_0^{-3}\approx k_c^{-3}(1+3K|\mu|/2k_c)\), and the average \(\langle|\mu|\rangle=1/2\) gives the factor \(1+3K/(4k_c)\). For parallel spins \(q_0^{-5}\approx k_c^{-5}(1+5K|\mu|/2k_c)\), with the weight \(3(\hat{\mathbf w}\cdot\hat{\mathbf q})^2\) for a \(\mathbf w\) that is real up to a phase. If \(\alpha\) is the angle between \(\mathbf w\) and \(\mathbf K\), the azimuthal average of \((\hat{\mathbf w}\cdot\hat{\mathbf q})^2\) is \(\cos^2\!\alpha\,\mu^2+\frac12\sin^2\!\alpha\,(1-\mu^2)\). Using \(\langle|\mu|^3\rangle=1/4\), the average with \(|\mu|\) is \(\frac14\cos^2\!\alpha+\frac18\sin^2\!\alpha=(1+\cos^2\!\alpha)/8\), and the factor is \(1+15K(1+\cos^2\!\alpha)/(16k_c)\). In a many-electron state these are averaged over the \(\mathbf K\) distribution of the amplitudes. Both kinds of correction are positive, so the local exponent \(-d\ln\Delta E/d\ln M\) exceeds its limit, by about \(\beta/(3k_c)\) for a factor \(1+\beta/k_c\).

*The amplitudes themselves.* The value of \(P\psi\) at \(r=0\) lacks the discarded tail, \(\int_{q>k_c}d^3q/(2\pi)^3(-4\pi\Phi/q^4)=-4\pi\Phi/(2\pi^2k_c)\), so \(\Phi_M=\Phi[1+2/(\pi k_c)]\). The gradient at \(r=0\) lacks \(\int d^3q/(2\pi)^3\,i\mathbf q\,(8\pi i\,\mathbf w\cdot\mathbf q/q^6)=-8\pi\mathbf w/(3\cdot2\pi^2k_c)\), so \(\mathbf w_M=\mathbf w[1+4/(3\pi k_c)]\). Relaxation enters at \(\int p^2dp\,k_c^{-3}/p^2\sim k_c^{-2}\). A \(g_{\uparrow\downarrow}(0)\) read off a finite basis is too large by the factor \(1+4/(\pi k_c)\) and converges only as \(M^{-1/3}\).

The leading basis-set errors, \(1/M\) for opposite spins and \(M^{-5/3}\) for parallel spins, have been derived from the cusp conditions with their prefactors and first corrections, taking three-body coalescences to be negligible on the ground of power counting. What remains is the second-order limiting case, the worked examples with two and fourteen electrons, and the conditions under which the laws fail.
